# Heavy and light hole masses of silicon for [110] confinement: verification in Python

```python
# Result under test: hole masses for confinement along [110] and [001].
#   [110]: m = 1/(g1 -+ X), X = sqrt(g2^2 + 3 g3^2)
#   [001]: m = 1/(g1 -+ 2|g2|)
# g1, g2, g3: Luttinger parameters; delta: spin-orbit splitting.
# Hole energies count positive; Hartree atomic units throughout.
# The four-band masses are compared with spin-3/2 matrices and with the
# small-k limit of a six-band Hamiltonian built from p orbitals and spin.
# Hard-wall levels are compared with finite-difference diagonalization.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
BOHR_NM = 1e9 * physical_constants["Bohr radius"][0]
silicon = (4.29, 0.34, 1.45)   # rounded customary input parameters
delta = 0.0016                 # rounded input splitting, hartree
n110 = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
n001 = np.array([0.0, 0.0, 1.0])

# Spin-3/2 matrices from ladder operators
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m_values[1:] * (m_values[1:] + 1)), 1)
J = [(raising + raising.T) / 2 + 0j,
     (raising - raising.T) / 2j,
     np.diag(m_values) + 0j]


def four_band(k, params):
    g1, g2, g3 = params
    h = (g1 + 2.5 * g2) * np.dot(k, k) * np.eye(4, dtype=complex)
    for i in range(3):
        h -= 2 * g2 * k[i]**2 * J[i] @ J[i]
        for j in range(i):
            h -= 2 * g3 * k[i] * k[j] * (J[i] @ J[j] + J[j] @ J[i])
    return h / 2


def orbital_matrix(k, params):
    g1, g2, g3 = params
    h = 3 * g3 * np.outer(k, k)
    for i in range(3):
        h[i, i] = 0.5 * ((g1 - 2 * g2) * np.dot(k, k) + 6 * g2 * k[i]**2)
    return h


# Spin-orbit matrix from orbital angular momentum and Pauli matrices
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
L_dot_sigma = np.zeros((6, 6), complex)
for axis in range(3):
    ang = np.zeros((3, 3), complex)
    i, j = (axis + 1) % 3, (axis + 2) % 3
    ang[i, j], ang[j, i] = -1j, 1j
    L_dot_sigma += np.kron(ang, pauli[axis])
spin_orbit = delta / 3 * (np.eye(6) - L_dot_sigma)
assert np.allclose(np.linalg.eigvalsh(spin_orbit) / delta,
                   [0, 0, 0, 0, 1, 1], atol=1e-12)


def six_band(k, params):
    return np.kron(orbital_matrix(k, params), np.eye(2)) + spin_orbit


def mass_formula(direction, params):
    g1, g2, g3 = params
    if direction == "110":
        split = np.sqrt(g2**2 + 3 * g3**2)
    else:
        split = 2 * abs(g2)
    return 1 / (g1 - split), 1 / (g1 + split)


# Masses, also for parameter sets with a different ordering or sign
k_small = 1e-4
for params in (silicon, (5.0, 1.2, 0.5), (6.0, -0.4, 1.1)):
    heavy = {}
    for name, n in (("110", n110), ("001", n001)):
        predicted = np.repeat(mass_formula(name, params), 2)
        m4 = 0.5 / np.linalg.eigvalsh(four_band(n, params))
        e6 = np.linalg.eigvalsh(six_band(k_small * n, params))[:4]
        m6 = k_small**2 / (2 * e6)
        assert np.allclose(m4, predicted, rtol=1e-11)
        # remaining difference is the finite-k correction, of order k^2/delta
        assert np.allclose(m6, predicted, rtol=2e-4)
        heavy[name] = m4[0]
    assert (heavy["110"] > heavy["001"]) == (abs(params[2]) > abs(params[1]))

g1, g2, g3 = silicon
X = np.sqrt(g2**2 + 3 * g3**2)
h110, l110 = mass_formula("110", silicon)
h001, l001 = mass_formula("001", silicon)
assert round(h110, 2) == 0.57 and round(l110, 2) == 0.15

# Orbital energies along both directions, in units of k^2/2
d110 = np.array([g2 + 3 * g3, g2 - 3 * g3, -2 * g2])
d001 = np.array([4 * g2, -2 * g2, -2 * g2])
for n, d in ((n110, d110), (n001, d001)):
    computed = 2 * np.linalg.eigvalsh(orbital_matrix(n, silicon)) - g1
    assert np.allclose(computed, np.sort(d), atol=1e-12)

# Mean inverse mass and heavy-doublet weight of the J_n = 3/2 state
J_n = sum(n110[i] * J[i] for i in range(3))
top_state = np.linalg.eigh(J_n)[1][:, -1]
h4 = four_band(n110, silicon)
inverse_mean = 2 * np.vdot(top_state, h4 @ top_state).real
vectors = np.linalg.eigh(h4)[1][:, :2]
weight = np.sum(abs(vectors.conj().T @ top_state)**2)
assert np.isclose(inverse_mean, g1 - (g2 + 3 * g3) / 2, rtol=1e-11)
assert np.isclose(weight, 0.5 * (1 + (g2 + 3 * g3) / (2 * X)), rtol=1e-11)


def secular_level(k):
    a = np.sort(0.5 * k**2 * (g1 + d110))
    gap = a[1] - a[0]
    return brentq(lambda e: np.sum(1 / (a - e)) + 3 / delta,
                  a[0] + 1e-9 * gap, a[1] - 1e-9 * gap, xtol=1e-18)


def first_order_shift(k):
    a = 0.5 * k**2 * (g1 + d110)
    e0 = k**2 / (2 * h110)
    return -(3 / delta) / np.sum((a - e0)**-2)


def grid_level(n, width, points=120):
    step = width / (points + 1)
    k_squared = (2 * np.eye(points) - np.eye(points, k=1)
                 - np.eye(points, k=-1)) / step**2
    kinetic = np.kron(orbital_matrix(n, silicon), np.eye(2))
    h = np.kron(k_squared, kinetic) + np.kron(np.eye(points), spin_orbit)
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


# The first-order shift must become accurate in a wide well
k_wide = np.pi / 1600
e_wide = np.linalg.eigvalsh(six_band(k_wide * n110, silicon))[0]
shift_ratio = (e_wide - k_wide**2 / (2 * h110)) / first_order_shift(k_wide)
assert abs(shift_ratio - 1) < 5e-3

wells = []
for width in (200.0, 400.0):
    k = np.pi / width
    e4 = k**2 / (2 * h110)
    e6 = secular_level(k)
    e001 = k**2 / (2 * h001)
    direct = np.linalg.eigvalsh(six_band(k * n110, silicon))[0]
    direct001 = np.linalg.eigvalsh(six_band(k * n001, silicon))[0]
    assert np.isclose(e6, direct, rtol=1e-9)
    assert np.isclose(e001, direct001, rtol=1e-9)
    # grid error is about (pi/121)^2/12 = 6e-5
    assert np.isclose(grid_level(n110, width), e6, rtol=2e-4)
    assert np.isclose(grid_level(n001, width), e001, rtol=2e-4)
    wells.append((width, k, e4, e6, e001, first_order_shift(k)))

print(f"input gamma1, gamma2, gamma3 = {g1}, {g2}, {g3} (no unit)")
print(f"input spin-orbit splitting = {delta:.4f} hartree")
print(f"  the same = {delta * HARTREE_MEV:.1f} meV")
print("d_u, d_v, d_Z for [110] =", np.round(d110, 3), "(no unit)")
print("d_X, d_Y, d_Z for k along x =", np.round(d001, 3), "(no unit)")
print(f"X = {X:.4f} (no unit)")
print(f"inverse masses [110] = {g1-X:.4f}, {g1+X:.4f} 1/m_e")
print(f"inverse masses [001] = {1/h001:.4f}, {1/l001:.4f} 1/m_e")
print(f"masses [110], heavy and light = {h110:.4f}, {l110:.4f} m_e")
print(f"masses [001], heavy and light = {h001:.4f}, {l001:.4f} m_e")
print(f"heavy mass ratio [110]/[001] = {h110/h001:.3f} (no unit)")
print(f"light mass ratio [110]/[001] = {l110/l001:.3f} (no unit)")
print(f"J_n=3/2 mean inverse mass = {inverse_mean:.4f} 1/m_e")
print(f"mass wrongly read from that mean = {1/inverse_mean:.4f} m_e")
print(f"J_n=3/2 weight in heavy doublet = {weight:.4f} (no unit)")
for width, k, e4, e6, e001, shift in wells:
    print(f"well width = {width:.0f} bohr ({width * BOHR_NM:.2f} nm)")
    print(f"  k = {k:.6f} 1/bohr")
    print(f"  [110] four-band level = {e4:.4e} hartree")
    print(f"    the same = {e4 * HARTREE_MEV:.3f} meV")
    print(f"  [110] six-band level = {e6:.4e} hartree")
    print(f"    the same = {e6 * HARTREE_MEV:.3f} meV")
    print(f"  [001] level, both models = {e001:.4e} hartree")
    print(f"    the same = {e001 * HARTREE_MEV:.3f} meV")
    print(f"  [110] first-order shift = {shift:.3e} hartree")
    print(f"  [110] actual shift = {e6 - e4:.3e} hartree")
    print(f"  [110] relative shift = {100 * (e6/e4 - 1):.2f} percent")
    print(f"  [110] six-band k^2/(2E) = {k**2 / (2*e6):.4f} m_e")
print(f"shift ratio actual/first-order, 1600 bohr = {shift_ratio:.5f}")
print("no test failed")
```

Printed output:

```
input gamma1, gamma2, gamma3 = 4.29, 0.34, 1.45 (no unit)
input spin-orbit splitting = 0.0016 hartree
  the same = 43.5 meV
d_u, d_v, d_Z for [110] = [ 4.69 -4.01 -0.68] (no unit)
d_X, d_Y, d_Z for k along x = [ 1.36 -0.68 -0.68] (no unit)
X = 2.5344 (no unit)
inverse masses [110] = 1.7556, 6.8244 1/m_e
inverse masses [001] = 3.6100, 4.9700 1/m_e
masses [110], heavy and light = 0.5696, 0.1465 m_e
masses [001], heavy and light = 0.2770, 0.2012 m_e
heavy mass ratio [110]/[001] = 2.056 (no unit)
light mass ratio [110]/[001] = 0.728 (no unit)
J_n=3/2 mean inverse mass = 1.9450 1/m_e
mass wrongly read from that mean = 0.5141 m_e
J_n=3/2 weight in heavy doublet = 0.9626 (no unit)
well width = 200 bohr (10.58 nm)
  k = 0.015708 1/bohr
  [110] four-band level = 2.1659e-04 hartree
    the same = 5.894 meV
  [110] six-band level = 1.8248e-04 hartree
    the same = 4.966 meV
  [001] level, both models = 4.4537e-04 hartree
    the same = 12.119 meV
  [110] first-order shift = -3.710e-05 hartree
  [110] actual shift = -3.411e-05 hartree
  [110] relative shift = -15.75 percent
  [110] six-band k^2/(2E) = 0.6761 m_e
well width = 400 bohr (21.17 nm)
  k = 0.007854 1/bohr
  [110] four-band level = 5.4148e-05 hartree
    the same = 1.473 meV
  [110] six-band level = 5.1867e-05 hartree
    the same = 1.411 meV
  [001] level, both models = 1.1134e-04 hartree
    the same = 3.030 meV
  [110] first-order shift = -2.319e-06 hartree
  [110] actual shift = -2.281e-06 hartree
  [110] relative shift = -4.21 percent
  [110] six-band k^2/(2E) = 0.5946 m_e
shift ratio actual/first-order, 1600 bohr = 0.99907
no test failed
```
